\section*{Locating a gate breakdown spot from source and drain currents}

\section*{The device and the readings}

An n-channel silicon transistor has a high-permittivity (high-k) gate stack. Its channel occupies $0<x<L$, with the source at $x=0$ and the drain at $x=L$, and has width $W$ in the $y$ direction. The gate is held at a positive voltage $V_G$, above the threshold voltage $V_T$, so that a conducting channel exists. Source, drain and body are grounded.

The gate insulator has broken down at one small spot above the channel, at distance $x_0$ from the source. Conventional current enters the channel there and leaves through the source and the drain; the electrons move the opposite way. The currents $I_S$ and $I_D$ are counted positive when they leave the channel through their terminals. Their sum is $I=I_S+I_D$, and we write $f=I_D/I$.

Until a part says otherwise, contact resistance, voltage offsets between the terminals and leakage away from the spot are neglected.

The data are rough typical values, apart from the two currents, which are chosen readings:
\begin{itemize}
\item $L=1000$ nm, $W=10\ \mu$m, temperature $T=300$ K;
\item equivalent oxide thickness $t=1.5$ nm, which is the thickness of silicon dioxide (relative permittivity 3.9) with the same capacitance as the stack;
\item electron mobility $\mu=200\ \mathrm{cm^2/Vs}$, $V_G=1.0$ V, $V_T=0.4$ V;
\item $I_S=14\ \mu$A and $I_D=6\ \mu$A.
\end{itemize}

\section*{Part (a): the uniform resistor}

\paragraph{Question.} Treat the channel as a uniform resistor of total resistance $R$. Show that the fractional distance of the spot from the source is $I_D/(I_S+I_D)$. Examine the limits.

\paragraph{Answer.} The resistance of a uniform resistor is proportional to its length. The spot divides the channel into two pieces,
\begin{equation}
R_S=R\,\frac{x_0}{L},\qquad R_D=R\,\frac{L-x_0}{L}.
\end{equation}
Let $V_0$ be the channel voltage at the spot. Both pieces run from $V_0$ to ground, so Ohm's law gives the same voltage drop twice:
\begin{equation}
V_0=I_S R\,\frac{x_0}{L}=I_D R\,\frac{L-x_0}{L}.
\end{equation}
Multiplying the last equality by $L/R$ and collecting the terms in $x_0$,
\begin{align}
I_S x_0&=I_D L-I_D x_0,\\
(I_S+I_D)\,x_0&=I_D L,
\end{align}
and therefore
\begin{equation}
\boxed{\frac{x_0}{L}=\frac{I_D}{I_S+I_D}=f.}
\label{main}
\end{equation}

The drain current measures the distance from the source because the shorter path carries the larger current. A spot at the source has $R_S=0$ and sends all its current there, so $f=0$. A spot in the middle gives equal currents and $f=1/2$. A spot at the drain gives $f=1$. The resistance $R$ has cancelled, so neither the mobility nor the threshold voltage is needed. The cancellation relies on the two terminals being at the same potential.

\section*{Part (b): numbers}

\paragraph{Question.} Find the position of the spot. Estimate the channel resistance and the channel voltage at the spot in the resistor model.

\paragraph{Answer.} From equation (\ref{main}),
\begin{equation}
f=\frac{6}{14+6}=0.30,\qquad x_0=0.30\times1000\ \mathrm{nm}=300\ \mathrm{nm}.
\end{equation}

The gate capacitance per area is $C=3.9\,\varepsilon_0/t=2.30\ \mu\mathrm{F/cm^2}$. At small channel voltage we take the mobile charge per area as $C(V_G-V_T)$, with overdrive $V_G-V_T=0.6$ V. This simple formula neglects the depth of the electrons below the insulator, about a nanometre, and the rise of their Fermi level as the channel fills. Both lower the charge, so the true resistance is higher than the estimate below. Silicon has three times the permittivity of the oxide, so a depth of one nanometre acts like a further 0.3 nm of oxide, which alone raises the resistance by roughly 20\%; a simple variational estimate at this electron density gives a depth nearer 1.4 nm and a rise of about 30\%. The position found above does not depend on the resistance. The sheet conductance is $g_0=\mu C(V_G-V_T)$, and its inverse is the sheet resistance
\begin{equation}
R_\square=\frac{1}{\mu C(V_G-V_T)}=3620\ \Omega .
\end{equation}
The channel is $L/W=0.1$ squares long, so $R=362\ \Omega$, of which $108.6\ \Omega$ lies on the source side. The spot voltage is
\begin{equation}
V_0=14\ \mu\mathrm{A}\times108.6\ \Omega=1.52\ \mathrm{mV}.
\end{equation}
This model spreads the injected current evenly across the width, as if the spot were a line. Part (d) removes that assumption.

\section*{Part (c): a conductance that depends on voltage}

\paragraph{Question.} The injected current raises the channel voltage $V$, which lowers the local overdrive, so the resistor is no longer uniform. Let the sheet conductance be a function $g(V)$, the same function at every $x$. Does equation (\ref{main}) survive? What happens if the conductance also depends explicitly on position?

\paragraph{Answer.} On the source side $V$ rises from 0 to $V_0$ with increasing $x$, and the current flows towards smaller $x$. On the drain side both signs are reversed. Hence
\begin{align}
I_S&=W g(V)\frac{dV}{dx}\quad(0<x<x_0),\\
I_D&=-W g(V)\frac{dV}{dx}\quad(x_0<x<L).
\end{align}
Each current is constant along its side. Define
\begin{equation}
F(V)=\int_0^V g(u)\,du .
\end{equation}
Integrating each equation over its side gives
\begin{equation}
I_Sx_0=WF(V_0),\qquad I_D(L-x_0)=WF(V_0).
\label{nonlinear}
\end{equation}
The right-hand sides are equal whatever the function $g$, so $I_Sx_0=I_D(L-x_0)$ and equation (\ref{main}) follows as before. The two sides lose conductance in a matched way, because both run through the same range of voltages.

For the transistor, $g(V)=\mu C(V_G-V_T-V)$ and
\begin{equation}
F(V)=\mu C\left[(V_G-V_T)V-\tfrac12V^2\right].
\label{F}
\end{equation}

An explicit dependence on position in general spoils the result. Take $g=g_0/(1+x/L)$, a channel whose resistance per length doubles from source to drain. The current ratio then gives the fraction of the resistance, not of the length, that lies on the source side:
\begin{equation}
f=\frac{\int_0^{x_0}(1+x/L)\,dx}{\int_0^L(1+x/L)\,dx}
=\frac{x_0/L+\tfrac12(x_0/L)^2}{3/2}.
\end{equation}
For $x_0/L=0.3$ this is $0.345/1.5=0.23$, and equation (\ref{main}) would place the spot 70 nm too close to the source.

\section*{Part (d): a point in a plane}

\paragraph{Question.} A real spot is much smaller than the channel width. Show that its position across the width does not affect $f$. What does $f$ measure if there are several spots? Estimate the voltage at a spot of radius $a=5$ nm that lies far from the side edges.

\paragraph{Answer.} Let $s(x,y)$ be the current injected per area and let $\theta=F(V)$. The current per width is $\mathbf K=-g(V)\nabla V=-\nabla\theta$. Conservation of current, $\nabla\cdot\mathbf K=s$, becomes
\begin{equation}
\nabla^2\theta=-s .
\label{poisson}
\end{equation}
The grounded ends have $\theta=0$. No current crosses the side edges, so $\partial\theta/\partial y=0$ there.

Multiply equation (\ref{poisson}) by $x$ and integrate over the channel. The $y$ derivatives contribute $\int x\,[\partial\theta/\partial y]_0^W\,dx=0$. For the $x$ derivatives, integration by parts gives
\begin{equation}
\int_0^L x\frac{\partial^2\theta}{\partial x^2}dx
=\left[x\frac{\partial\theta}{\partial x}-\theta\right]_0^L
=L\left.\frac{\partial\theta}{\partial x}\right|_{x=L},
\end{equation}
because $\theta$ vanishes at both ends. The current leaving through the drain is $I_D=-\int_0^W(\partial\theta/\partial x)_{x=L}\,dy$. Therefore
\begin{equation}
\int x\,s\,dx\,dy=L I_D .
\label{moment}
\end{equation}
For one spot the left side is $x_0I$, which is equation (\ref{main}) again; the coordinate $y$ has dropped out.

For several spots with currents $I_k$ at $x_k$, equation (\ref{moment}) gives $fL=\sum_kI_kx_k/\sum_kI_k$, the current-weighted mean position. Spots at $0.3L$ and $0.8L$ with currents in the ratio $2:1$ give $f=(2\times0.3+0.8)/3=0.467$, where there is no spot at all. One pair of readings cannot reveal this.

If a share $b$ of the gate current $I_G$ passes into the body at the spot, then $I=(1-b)I_G$. Equation (\ref{main}) still holds, but $I_D/I_G=(1-b)x_0/L$ is too small. The denominator must be $I_S+I_D$, not the gate current.

For the voltage, first take $g=g_0$. Near the spot the current crosses circles of circumference $2\pi r$, so $-dV/dr=IR_\square/(2\pi r)$ and $V$ varies as $-\ln r$. The source line is kept at zero by adding an equal sink at $x=-x_0$, its mirror image. With $r'$ the distance from the image,
\begin{equation}
V=\frac{IR_\square}{2\pi}\ln\frac{r'}{r},
\end{equation}
which vanishes on $x=0$, where $r'=r$. At the rim of the spot $r=a$ and $r'\simeq2x_0$:
\begin{equation}
V_{\rm lin}\simeq\frac{IR_\square}{2\pi}\ln\frac{2x_0}{a}
=11.5\ \mathrm{mV}\times\ln120=55\ \mathrm{mV}.
\end{equation}
This is somewhat high, since the grounded drain, left out here, lowers the voltage.

Equation (\ref{poisson}) fixes $\theta$ regardless of the form of $g$, so the lost overdrive is included by setting $F(V_0)=g_0V_{\rm lin}$. With equation (\ref{F}) and $V_{ov}=V_G-V_T$,
\begin{equation}
V_{ov}V_0-\tfrac12V_0^2=V_{ov}V_{\rm lin},\qquad
V_0=V_{ov}-\sqrt{V_{ov}^2-2V_{ov}V_{\rm lin}} .
\end{equation}
The minus sign is the root that vanishes with the current. The result is $V_0\simeq58$ mV, nearly forty times the line-model value, because the current must squeeze through the small area around the spot. The value is rough for two reasons. First, the current per width at the rim, $I/(2\pi a)\simeq640$ A/m, is almost half of the largest value $CV_{ov}v_s\simeq1380$ A/m that electrons with the saturation velocity $v_s=10^7$ cm/s can carry. With the speed law of part (e)(iii) and the drain included, the rim voltage is about 65 mV for $a=5$ nm and about 90 mV for $a=3$ nm, and for $a$ of about 2.5 nm or less the model cannot carry this current at all. Second, the electron mean free path is also several nanometres, comparable with $a$, and a local sheet conductance is then only approximate at the rim. As long as the conductance is a function of $V$ alone, the currents still divide as before.

\section*{Part (e): resistance outside the model}

\paragraph{Question.} Let the source and drain paths contain extra resistances equal to those of channel lengths $\ell_S$ and $\ell_D$. Correct equation (\ref{main}). Evaluate the shift for (i) contacts of $100\ \Omega\,\mu$m per side, (ii) end zones 100 nm long and 20\% more resistive than the rest, (iii) velocity saturation at $v_s=10^7$ cm/s, and (iv) heating at the spot.

\paragraph{Answer.} The two voltage drops are now equal when
\begin{equation}
(1-f)(x_0+\ell_S)=f(L-x_0+\ell_D).
\end{equation}
Moving the terms with $f$ to the right gives $x_0+\ell_S=f(L+\ell_S+\ell_D)$, or
\begin{equation}
x_0=f(L+\ell_S+\ell_D)-\ell_S .
\label{corrected}
\end{equation}
For $\ell_S=\ell_D=\ell$ this is $x_0=fL-(1-2f)\ell$. Equal extra lengths pull $f$ towards $1/2$, and the correction undoes that. It vanishes for a spot in the middle. Here $1-2f=0.4$.

(i) Each contact has $100\ \Omega\,\mu\mathrm m/10\ \mu\mathrm m=10\ \Omega$. Then $\ell=L\times10/362=27.6$ nm, and the shift is $-11$ nm.

(ii) The excess is $\ell=0.20\times100=20$ nm, and the shift is $-8$ nm. This holds for a spot outside the end zones.

(iii) Let the drift speed at field $E$ be $\mu E/(1+E/E_c)$, with $E_c=v_s/\mu=50$ kV/cm. In the line model the source side obeys $I_S(1+E/E_c)=Wg(V)E$. Since $\int E\,dx=V_0$, integration gives
\begin{equation}
I_S\left(x_0+\frac{V_0}{E_c}\right)=WF(V_0),
\end{equation}
and the drain side has the same added length $\ell=V_0/E_c$. Inserting the point-spot value $V_0=58$ mV gives $\ell=11.6$ nm and a shift of about $-5$ nm. This puts a point-spot voltage into a line formula and overstates the shift. Around a point spot the strong field is nearly the same in all directions, so its effects towards the source and towards the drain largely cancel; the same speed law solved in the plane gives a shift of about $-1$ nm.

(iv) Suppose that the whole power $P=V_GI=20\ \mu$W is released at the spot and spreads through hemispheres of area $2\pi r^2$ in the silicon. Then $\Delta T=P/(2\pi\kappa r)$ outside the spot. We take $\kappa=30$ W/(m\,K), well below the bulk value, as a rough allowance for the smallness of the source. At $r=a$ this gives $\Delta T=21$ K. That figure is too low at the rim itself: phonons leave so small a source almost without scattering, which limits the heat flow and could raise the rim by 100 K or more if all the power entered the silicon. This excess fades within a few spot radii and surrounds the spot evenly, so it moves the position very little. With a mobility proportional to $T^{-3/2}$ and a fixed threshold voltage, the channel resistance per length rises by about the fraction $1.5\,\Delta T/T$. In fact the threshold voltage falls on heating, which makes the rise somewhat smaller. Integrate this along a straight line from the spot to a terminal at distance $d$, with $\Delta T$ constant inside the spot:
\begin{equation}
\ell=\frac{1.5}{T}\,\frac{P}{2\pi\kappa}\left(1+\ln\frac da\right).
\end{equation}
For $d=300$ and 700 nm this gives $\ell_S=2.7$ nm and $\ell_D=3.15$ nm. Equation (\ref{corrected}) gives a shift of about $-1$ nm. This too is a line estimate and is too large for a point spot, because the heated region surrounds the spot almost symmetrically.

\section*{Part (f): offset, leakage and the worth of the result}

\paragraph{Question.} The instrument holds the drain at a small voltage $\delta$ above the source. Find the resulting shift for $\delta=0.1$ mV and a way to remove it. Find also the effect of a uniform gate leakage of $0.1\ \mathrm{A/cm^2}$. How well is the spot located?

\paragraph{Answer.} The drain-side integral in equation (\ref{nonlinear}) now starts at $\delta$:
\begin{equation}
I_Sx_0=WF(V_0),\qquad I_D(L-x_0)=W[F(V_0)-F(\delta)].
\end{equation}
Subtracting the second from the first gives $Ix_0-I_DL=WF(\delta)$. For small $\delta$, $WF(\delta)\simeq Wg_0\delta=L\delta/R$, so
\begin{equation}
x_0=fL+\frac{WF(\delta)}{I}\simeq fL+L\,\frac{\delta/R}{I}.
\end{equation}
The offset drives $0.1\ \mathrm{mV}/362\ \Omega=0.276\ \mu$A from drain to source through the channel. This is 1.4\% of $I$, and the shift is $+14$ nm. A tenth of a millivolt matters because the channel is a good conductor.

Before breakdown, with $I=0$, the same relation gives a drain reading $I_D^{(0)}=-WF(\delta)/L$. Hence $I_D-I_D^{(0)}=Ix_0/L$. Subtracting the reading taken before breakdown removes the offset, provided that $V_G$, $\delta$ and the channel conductance have not changed in between.

The leakage over the area $LW=10^{-7}\ \mathrm{cm^2}$ is $I_b=10$ nA, with mean position $L/2$. Equation (\ref{moment}) then reads $LI_D=(I-I_b)x_0+I_bL/2$, which shifts $x_0$ by $-0.1$ nm. Here it is negligible; it would not be if the spot current were itself of the order of nanoamperes.

With the opposite sign of $\delta$ all the estimated shifts are negative. Their sum is about $-40$ nm, or 4\% of $L$, and somewhat less in size for a point spot, where the line estimates for velocity saturation and heating are too large. The uncorrected answer is therefore $x_0=300$ nm with a possible error of a few tens of nanometres, if the assumed sizes of the neglected effects are right.

The chosen length is that of a long test transistor; transistors in dense logic are far shorter. The contact length $\ell=(100\ \Omega\,\mu\mathrm m)/R_\square=27.6$ nm does not depend on $L$. For a spot at the source, equation (\ref{corrected}) with $x_0=0$ and equal contacts gives $f=\ell/(L+2\ell)$, whereas equation (\ref{main}) requires $f=0$. The uncorrected position is then wrong by the fraction $\ell/(L+2\ell)$ of the channel length. At fixed contact and sheet resistance this is about one third for $L=30$ nm, and equation (\ref{main}) could not be used uncorrected. To keep the contact correction below 1\% of $L$ for every spot position, it is enough that $L>100\,\ell$, or about $2.8\ \mu$m here. In addition, source and drain extensions reach under the gate in real devices. In a channel much longer than $\ell$, a spot above an extension gives $f$ near 0 or 1, but its position within the extension does not follow from the channel formula.

The method has a use in lifetime analysis. A simple way to scale breakdown times from small to large gate areas is to assume that spots form independently and are equally likely anywhere under the gate. If so, if each transistor has a single spot and if equation (\ref{main}) holds, the values of $f$ from many identical transistors are spread evenly between 0 and 1. An uneven spread would call for a check of the end resistances, and for further spots, before it is read as a weak region of the insulator. An even one supports equal likelihood along the channel, but says nothing about the width or about independence.

All numerical values are calculated from the stated model.
